# Galilean covariance of a nonlocal pseudopotential on a moving ion

An implanted ion moves through a solid and gives energy to the electrons. A first-principles calculation of this electronic stopping moves the ion along a path and propagates the electrons in time. If the ion is represented by a nonlocal pseudopotential, one must decide what "moving" that operator means. The obvious choice is to translate its projectors to the present ion position.

An atom alone in vacuum tests this choice. Seen from a frame in which it drifts uniformly, it must stay in its ground state. With merely translated projectors it does not: its electrons are excited although nothing is there to excite them. Each projector must also carry a phase set by the ion's velocity.

## Setting and conventions

An electron of mass $m$ is described in the laboratory frame, and the ion follows the prescribed path $\mathbf R(t)=\mathbf v t$ with constant $\mathbf v$. Speeds are nonrelativistic. Write $\boldsymbol\xi=\mathbf r-\mathbf R(t)$ for the electron position relative to the ion, $\mathbf k=m\mathbf v/\hbar$, and

$$B=e^{i\mathbf k\cdot\mathbf r}=e^{im\mathbf v\cdot\mathbf r/\hbar}.$$

For an ion at rest at the origin the Hamiltonian is

$$H_0=\frac{p^2}{2m}+V(\mathbf r)+W,\qquad (Wf)(\mathbf r)=\int W(\mathbf r,\mathbf r')f(\mathbf r')\,d^3r'.$$

Here $V$ is local and $W$ is Hermitian. A separable pseudopotential has $W=\sum_{ij}|\beta_i\rangle h_{ij}\langle\beta_j|$ with normalizable projectors $\beta_i$, so its kernel is square-integrable. The translated operator, called bare below, is $W_R$, with kernel $W(\mathbf r-\mathbf R,\mathbf r'-\mathbf R)$.

Let $\chi(\boldsymbol\xi,t)$ be a state in the ion's frame. The same state in the laboratory is

$$\psi(\mathbf r,t)=e^{iS}\chi(\mathbf r-\mathbf vt,t),\qquad S=\frac{m\mathbf v\cdot\mathbf r-\tfrac12mv^2t}{\hbar}.$$

A laboratory operator $X(t)$ for the moving ion is called covariant if $\psi$ solves the laboratory equation with $V(\mathbf r-\mathbf R)+X(t)$ whenever $\chi$ solves $i\hbar\,\partial_t\chi=H_0\chi$.

## Theorem

(a) The covariant operator exists, is unique, and is

$$W_v=B\,W_R\,B^\dagger,\qquad W_v(\mathbf r,\mathbf r')=e^{im\mathbf v\cdot(\mathbf r-\mathbf r')/\hbar}\,W(\mathbf r-\mathbf R,\mathbf r'-\mathbf R).$$

For a separable pseudopotential, each translated projector $\beta_i(\mathbf r-\mathbf R)$ is replaced by $e^{im\mathbf v\cdot\mathbf r/\hbar}\beta_i(\mathbf r-\mathbf R)$.

(b) If the kernel $W$ is square-integrable and not zero, the bare operator $W_R$ fails to be covariant for every $\mathbf v\neq0$.

### Lemma 1: the free part

The boost satisfies

$$\Big(i\hbar\partial_t-\frac{p^2}{2m}\Big)\psi=e^{iS}\Big(i\hbar\partial_t+\frac{\hbar^2\nabla^2}{2m}\Big)\chi .$$

*Proof.* The time derivative acts on $S$, on the explicit time in $\chi$, and on $\boldsymbol\xi=\mathbf r-\mathbf vt$. Since $i\hbar\cdot i\,\partial_tS=\tfrac12mv^2$,

$$i\hbar\partial_t\psi=e^{iS}\Big[\tfrac12mv^2\chi+i\hbar\partial_t\chi-i\hbar\mathbf v\cdot\nabla\chi\Big].$$

The momentum acts as $-i\hbar\nabla\psi=e^{iS}(m\mathbf v-i\hbar\nabla)\chi$. Applying it twice and dividing by $2m$,

$$\frac{p^2}{2m}\psi=e^{iS}\Big[\tfrac12mv^2\chi-i\hbar\mathbf v\cdot\nabla\chi-\frac{\hbar^2}{2m}\nabla^2\chi\Big].$$

On subtraction, the terms in $\tfrac12mv^2$ and $\mathbf v\cdot\nabla$ cancel. $\square$

### Lemma 2: the potentials

A local potential gives $V(\mathbf r-\mathbf R)\psi=e^{iS}V(\boldsymbol\xi)\chi$. An operator with kernel $X(\mathbf r,\mathbf r')$ gives $X\psi=e^{iS}\tilde X\chi$, where

$$\tilde X(\boldsymbol\xi,\boldsymbol\xi')=e^{-i\mathbf k\cdot(\boldsymbol\xi-\boldsymbol\xi')}X(\boldsymbol\xi+\mathbf R,\boldsymbol\xi'+\mathbf R).$$

*Proof.* Multiplication by $V$ commutes with multiplication by $e^{iS}$. For $X$, the phase inside the integral belongs to $\mathbf r'$. Taking $e^{iS(\mathbf r)}$ outside leaves $e^{i[S(\mathbf r')-S(\mathbf r)]}=e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}$, because the time-dependent part of $S$ is common to both points. Substituting $\mathbf r=\boldsymbol\xi+\mathbf R$ and $\mathbf r'=\boldsymbol\xi'+\mathbf R$ gives the result. $\square$

### Proof of the theorem

By the lemmas, the laboratory equation for $\psi$ is equivalent to

$$i\hbar\partial_t\chi=\Big[\frac{p^2}{2m}+V+\tilde X\Big]\chi .$$

This must agree with $i\hbar\partial_t\chi=H_0\chi$. At any chosen time $\chi$ may be any state in the domain, so $\tilde X=W$ as operators. Solving Lemma 2 for $X$ moves the phase to the other side, where its sign reverses. This is the kernel in (a).

For (b), the squared Hilbert–Schmidt distance, which is the integral of the squared kernel difference, is

$$\|W_v-W_R\|^2=\iint|W|^2\,\big|e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}-1\big|^2=4\iint|W|^2\sin^2\frac{\mathbf k\cdot(\mathbf r-\mathbf r')}{2}.$$

The sine vanishes only where $\mathbf k\cdot(\mathbf r-\mathbf r')=2\pi n$ with integer $n$. These planes have zero volume in the space of pairs $(\mathbf r,\mathbf r')$. A nonzero square-integrable kernel cannot live on them alone, so the distance is positive. $\square$

**Remark 1: what is unique.** The operator is unique, but its projectors are not. Using $e^{i\mathbf k\cdot(\mathbf r-\mathbf R)}$ instead of $e^{i\mathbf k\cdot\mathbf r}$ multiplies all projectors of the ion by one number of modulus one, which cancels between ket and bra.

**Remark 2: several atoms.** A moving ion among resting target atoms needs the phase of its own velocity, while the target projectors need none. Viewed from a frame that adds velocity $\mathbf u$ to everything, an atom of velocity $\mathbf v_a$ acquires the phase of $\mathbf v_a+\mathbf u$, because the exponentials multiply. The sum of operators therefore keeps its form.

**Remark 3: many electrons.** A mean-field potential that depends only on the instantaneous density is translated correctly, since $|\psi(\mathbf r,t)|^2=|\chi(\boldsymbol\xi,t)|^2$. Other mean fields need their own examination.

## What the missing phase does

With the bare operator the ion's frame contains $B^\dagger WB$ instead of $W$. Expanding the exponentials,

$$e^{-i\mathbf k\cdot\boldsymbol\xi}We^{i\mathbf k\cdot\boldsymbol\xi}=W+D+O(v^2),\qquad D=\frac{im}{\hbar}\mathbf v\cdot[W,\boldsymbol\xi].$$

The electron's velocity operator is $\mathbf u=(i/\hbar)[H_0,\boldsymbol\xi]=\mathbf p/m+(i/\hbar)[W,\boldsymbol\xi]$, so $D=m\mathbf v\cdot(\mathbf u-\mathbf p/m)$. The error measures the difference between velocity and momentum that a nonlocal potential creates. Between eigenstates of $H_0$ the commutator in $\mathbf u$ gives an energy difference:

$$D_{n0}=\mathbf v\cdot\Big[\frac{im}{\hbar}\Delta_n\,\mathbf r_{n0}-\mathbf p_{n0}\Big],\qquad \Delta_n=E_n-E_0 .$$

**Proposition 1.** Let the atom start in its boosted, nondegenerate ground state. To leading order in $v$, the bare operator removes it from that state with probability

$$P(t)=\sum_{n\ne0}\frac{4|D_{n0}|^2}{\Delta_n^2}\sin^2\frac{\Delta_nt}{2\hbar}.$$

*Proof.* In the ion's frame $D$ is constant and acts from $t=0$. First-order perturbation theory gives

$$c_n=-\frac{i}{\hbar}D_{n0}\int_0^te^{i\Delta_nt'/\hbar}dt'=-\frac{D_{n0}}{\Delta_n}\big(e^{i\Delta_nt/\hbar}-1\big).$$

Since $|e^{i\theta}-1|^2=4\sin^2(\theta/2)$, summing $|c_n|^2$ gives the formula. $\square$

The formula needs $|D_{n0}|\ll\Delta_n$. It also needs a limited time: the bare operator shifts the levels by amounts of order $v^2$, and over a long run these shifts put the true oscillation out of phase with the formula. For a small gap a term grows at first as $|D_{n0}|^2t^2/\hbar^2$, and the expansion fails once this is no longer small.

**Proposition 2.** Let $\mathbf p'$ be the mean electron momentum in the ion's frame. With either operator, the laboratory energy of the electron changes per unit ion path by $\hat{\mathbf v}\cdot d\mathbf p'/dt$.

*Proof.* The boost replaces $\mathbf p$ by $\mathbf p+m\mathbf v$ in the kinetic energy, whence

$$E_{\rm lab}=E_{\rm ion}+\mathbf v\cdot\mathbf p'+\tfrac12mv^2 .$$

Here $E_{\rm ion}$ is the mean of the ion-frame Hamiltonian, which contains $W$ or $B^\dagger WB$. Both are static, so $E_{\rm ion}$ is conserved. Differentiating and dividing by $v$ gives the claim. $\square$

For the corrected operator and a boosted bound eigenstate, $\mathbf p'$ is constant and the force vanishes. The bare operator makes $\mathbf p'$ vary. If the potentials are bounded below, conservation of $E_{\rm ion}$ bounds the kinetic energy and hence $\mathbf p'$. The path-averaged false force over a time $T$ is $\hat{\mathbf v}\cdot[\mathbf p'(T)-\mathbf p'(0)]/T$, which then tends to zero. For an isolated atom the false exchange is thus not steady stopping: it may go on oscillating, but its average over a long path vanishes.

## A worked case

Take one electron in one dimension, with

$$V(x)=-V_0e^{-x^2/2a^2},\qquad W=h|\beta\rangle\langle\beta|,\qquad \beta(x)=(\pi s^2)^{-1/4}e^{-x^2/2s^2}.$$

The round model parameters are $V_0=25$ eV, $a=0.10$ nm, $h=-10$ eV and $s=0.04$ nm. The ion mass is 48 u, the mass number of a titanium isotope; it converts ion energy to speed. Diagonalization on a grid gives a ground level of $-27.21$ eV and a first excited level of $-8.12$ eV, hence a gap of 19.09 eV.

The projector overlaps its boosted copy by

$$\langle\beta|B\beta\rangle=\frac1{\sqrt{\pi}\,s}\int e^{-x^2/s^2+ikx}dx=e^{-k^2s^2/4}.$$

For two normalized dyads the squared distance is $2-2|\langle\beta|B\beta\rangle|^2$, so

$$\frac{\|W_v-W_R\|}{|h|}=\sqrt{2\big(1-e^{-k^2s^2/2}\big)}\simeq ks\quad(ks\ll1).$$

The electron starts in the boosted ground state. Its laboratory equation was integrated for 1.5 fs by a split-operator Fourier method, with the same potentials and duration at each energy.

| Ion energy (keV) | 50 | 200 | 800 |
|---|---:|---:|---:|
| Speed (nm/fs) | 0.448 | 0.897 | 1.793 |
| $ks$ (rad) | 0.155 | 0.310 | 0.620 |
| Distance$/\lvert h\rvert$ | 0.154 | 0.306 | 0.591 |
| Peak $P$, bare | 0.0053 | 0.0201 | 0.0638 |
| Peak $P$, Proposition 1 | 0.0054 | 0.0216 | 0.0865 |
| Peak false internal energy (eV) | 0.12 | 0.44 | 1.42 |
| Peak false force (eV/nm) | 14 | 26 | 40 |
| Path-averaged force (eV/nm) | −0.16 | −0.80 | −0.54 |

Internal energy means the mean of the true $H_0$ in the ion's frame, less its initial value. With the corrected operator, the largest $P$ in the three runs is $1.1\times10^{-8}$ and the largest internal-energy drift is $4\times10^{-7}$ eV. The theorem gives zero for both, so these are numerical residues. Halving the time step changes the bare peak $P$ at 800 keV by $-2.6\times10^{-5}$.

At 50 keV the coupling to the first excited state is $|D_{10}|=0.651$ eV. That state alone can contribute at most

$$4\left(\frac{0.651}{19.09}\right)^2=0.0047$$

to $P$. The sum over all states peaks at 0.0054, so higher states contribute too. They also raise the energy: every excited state lies at least 19.09 eV above the ground state, so the internal energy is at least $19.09\,P$ eV. At the peak of $P$ this is 0.10 eV, consistent with the computed maximum of 0.12 eV.

Proposition 1 makes $P$ quadratic in speed, hence linear in ion energy. It exceeds the computed peak by 2% at 50 keV and by 35% at 800 keV, relative to the computed value. The difference comes from the higher powers of $v$ it omits. The false force is linear in speed at leading order, because $\mathbf p'$ is linear in the amplitudes $c_n$. Its peak grows more slowly here, by factors of about 1.9 and 1.5 for successive doublings of speed.

The negative path averages mean that the electron ended each run with less laboratory energy than it began with. Their magnitudes are 1 to 3% of the peak forces, but they depend strongly on where the run stops: ending it elsewhere between 1.2 and 1.5 fs gives up to about 6%.

## Electrons of the target

A target electron at rest in the laboratory meets the ion with wavevector $-k$ in the ion's frame. Let $\tilde\beta(q)\propto e^{-q^2s^2/2}$ be the Fourier transform of the projector. The phase shifts its argument, so, up to a translation phase common to both operators,

$$\langle q'|W_v|q\rangle=h\,\tilde\beta(q'-k)\tilde\beta^*(q-k),\qquad \langle q'|W_R|q\rangle=h\,\tilde\beta(q')\tilde\beta^*(q).$$

For forward scattering, $q=q'=0$, the corrected element carries $e^{-k^2s^2}$ and the bare one carries 1. For head-on reflection the ion-frame wavevector goes from $-k$ to $k$, hence the laboratory one from 0 to $2k$. The corrected factor is again $e^{-k^2s^2}$, while the bare factor is $e^{-(2k)^2s^2/2}=e^{-2k^2s^2}$.

At 800 keV the bare operator therefore makes the forward element 1.47 times too large and the reflection element 0.68 times its correct value. At 50 keV the factors are 1.02 and 0.98. The reflection transfers an energy $(2\hbar k)^2/2m=2mv^2$ to the electron, so this error enters the stopping process itself. The factors are ratios of single matrix elements of the nonlocal operator, not of reflection probabilities. The model well is too strong for the Born approximation: the full scattering problem in the ion's frame gives a bare reflection probability 0.99 times the corrected one at 50 keV and 0.43 times at 800 keV. The effect of the missing phase on the total stopping has no general sign, because the nonlocal amplitude adds to the local one.

The phase does not cure a pseudopotential that scatters poorly at the energies it meets. In the ion's frame the target electron has energy $\tfrac12mv^2$, here 0.57, 2.3 and 9.1 eV. The pseudopotential must be accurate there as well as at the bound levels.

## An ion that slows down

Let the velocity $\mathbf v(t)$ vary, with acceleration $\mathbf a_I$, and put the instantaneous velocity in the phase. Take

$$\psi=e^{i[m\mathbf v(t)\cdot\mathbf r-\theta(t)]/\hbar}\chi(\mathbf r-\mathbf R(t),t),\qquad \dot\theta=\tfrac12mv^2+m\mathbf a_I\cdot\mathbf R .$$

Compared with Lemma 1, $i\hbar\partial_t\psi$ gains $-m\mathbf a_I\cdot\mathbf r+m\mathbf a_I\cdot\mathbf R=-m\mathbf a_I\cdot\boldsymbol\xi$ times $\psi$. Moving this term to the right-hand side gives

$$i\hbar\partial_t\chi=(H_0+m\mathbf a_I\cdot\boldsymbol\xi)\chi .$$

The remaining term is the ordinary inertial potential of an accelerated frame. It can excite the atom, and this excitation is physical.

## The model beside an implanted ion

The ion energies and the projector width used here are round example values. Pseudopotentials of transition metals can have considerably stronger projectors than the 10 eV used here, several angular channels and several valence electrons, so the model is not a titanium ion.

Electronic stopping at these energies is roughly proportional to speed. For scale, the Lindhard–Scharff estimate for titanium in silicon is about 200, 400 and 800 eV/nm at the three energies. The model's peak false forces are 5 to 7% of these values, and the path averages in the table are at most about 0.2%. To size the slowing by electrons, assume a force of 1000 eV/nm, about five times the estimate at 50 keV. Collisions with target nuclei are left out, although at 50 keV their mean stopping, about 700 eV/nm by the ZBL universal formula, exceeds the electronic estimate, and a close collision can briefly exert a much larger force. Over the 0.67 nm path at 50 keV the assumed force would remove 1.3% of the ion's energy, and its inertial potential across $a$ would be about $10^{-3}$ eV. At 800 keV $(v/c)^2$ is $4\times10^{-5}$.

Dimension matters more. A radial finite-difference calculation in three dimensions, with the same well, strength and projector width, gives a time-averaged first-order $P$ of 0.0020 at 50 keV, against 0.0030 in one dimension. The two cases also differ in binding: the ground level in three dimensions is $-13.2$ eV. The calculation does not separate this difference from the other effects of dimension.

A real solid breaks the assumption of an isolated atom: its electrons screen the ion and are exchanged with it. That effect is not sized here, so the false forces above do not predict the error of a stopping calculation in a solid. For the excitation probability of an isolated atom with a nondegenerate ground state, the phase may be neglected when $ks\ll1$, $|D_{n0}|\ll\Delta_n$, and the resulting $P$ is below the accuracy sought. The false force needs its own check: it is linear in the amplitudes $c_n$, so a small $P$ does not by itself make it negligible.
